# Completeness and Uniqueness of the Cluster Expansion for Binary Alloys

Consider a finite periodic cell with \(N\) labelled lattice sites. Site \(i\) carries \(\sigma_i=-1\) if it holds an A atom and \(\sigma_i=+1\) if it holds a B atom. A configuration \(\sigma=(\sigma_1,\dots,\sigma_N)\) is one of \(2^N\) such lists. A cluster \(\alpha\) is any subset of the sites, including the empty one, and \(|\alpha|\) is its number of sites. The uniform average and the cluster functions are

\[
\langle f\rangle=2^{-N}\sum_\sigma f(\sigma),\qquad
\Phi_\alpha(\sigma)=\prod_{i\in\alpha}\sigma_i,\qquad \Phi_\emptyset=1 .
\]

The energy \(E(\sigma)\) may be any real function with one value per configuration. Atoms may relax away from their ideal positions, provided that each configuration is assigned one definite energy minimum; the lattice then only labels the atoms. The statement to be shown is that there is one and only one set of numbers \(J_\alpha\), the effective cluster interactions, with

\[
E(\sigma)=\sum_\alpha J_\alpha\Phi_\alpha(\sigma),\qquad J_\alpha=\langle E\,\Phi_\alpha\rangle .
\]

The uniqueness refers to a given energy function, a given cell and a given choice of site functions, with \(E\) specified at all compositions. Each of these conditions matters, as shown below.

On one site, a function with values \(f_+\) and \(f_-\) can be written

\[
f(\sigma)=\frac{f_++f_-}{2}+\frac{f_+-f_-}{2}\,\sigma ,
\]

so \(1\) and \(\sigma\) span all functions of one site. For several sites, multiply two cluster functions. A site in both clusters contributes \(\sigma_i^2=1\), and a site in just one contributes \(\sigma_i\). The average factorizes over sites, and \(\langle\sigma_i\rangle=0\). It therefore vanishes unless no site is left over, which means \(\alpha=\beta\):

\[
\langle\Phi_\alpha\Phi_\beta\rangle=\delta_{\alpha\beta}.
\]

Completeness follows from a second sum, now over clusters at two fixed configurations. Expanding the product below means choosing, at each site, either \(1\) or \(\sigma_i\sigma_i'\); the sites where the second term is chosen form a cluster, and every cluster occurs once. Hence

\[
2^{-N}\sum_\alpha\Phi_\alpha(\sigma)\Phi_\alpha(\sigma')
=\prod_{i=1}^N\frac{1+\sigma_i\sigma_i'}{2}=\delta_{\sigma\sigma'} ,
\]

because a factor is 1 where the configurations agree and 0 where they differ. Inserting this in \(E(\sigma)=\sum_{\sigma'}\delta_{\sigma\sigma'}E(\sigma')\) gives

\[
E(\sigma)=\sum_\alpha\Phi_\alpha(\sigma)\Big[2^{-N}\sum_{\sigma'}\Phi_\alpha(\sigma')E(\sigma')\Big],
\]

which is the expansion with the stated coefficients. If another set \(J'_\alpha\) also reproduced \(E\), multiplication by \(\Phi_\beta\) and averaging would give \(J'_\beta=\langle E\Phi_\beta\rangle=J_\beta\). This proves uniqueness.

Orthogonality supplies the projection formula, but completeness needs less. Let \(\phi\) be any site function with \(\phi(+1)\neq\phi(-1)\). Then \(\phi=a+b\sigma\) with \(b\neq0\), so \(\sigma=(\phi-a)/b\). Substitution turns every \(\Phi_\alpha\) into a combination of products of \(\phi_i\). These \(2^N\) products thus span a space of dimension \(2^N\) and are linearly independent. The coefficients are again unique, but they are different numbers.

The occupation \(n_i=(1+\sigma_i)/2\), equal to 1 on a B site, is such a choice. Write \(E=\sum_\beta K_\beta\prod_{i\in\beta}n_i\), and let \(E(\gamma)\) denote the energy when B occupies the set \(\gamma\). A product survives only if all its sites are occupied, so \(E(\gamma)=\sum_{\delta\subseteq\gamma}K_\delta\). The inverse is

\[
K_\alpha=\sum_{\beta\subseteq\alpha}(-1)^{|\alpha|-|\beta|}E(\beta).
\]

To verify it, insert the sum for \(E(\beta)\). The coefficient of \(K_\delta\) is the sum of \((-1)^{|\alpha|-|\beta|}\) over all \(\beta\) with \(\delta\subseteq\beta\subseteq\alpha\), which is \((1-1)^{|\alpha|-|\delta|}\). It is 1 for \(\delta=\alpha\) and 0 otherwise. Since \(\prod_{i\in\beta}n_i=2^{-|\beta|}\sum_{\alpha\subseteq\beta}\Phi_\alpha\), collecting the factor of \(\Phi_\alpha\) gives

\[
J_\alpha=\sum_{\beta\supseteq\alpha}2^{-|\beta|}K_\beta .
\]

A third choice is centred on a composition. Let each site independently hold B with probability \(x\), so that its mean spin is \(m=2x-1\) and its variance is \(s^2=1-m^2\), with \(0<x<1\). The function \(\phi_i=(\sigma_i-m)/s\) has mean zero and unit variance in this measure, so its products are orthonormal there. With \(\sigma_i=m+s\phi_i\),

\[
\prod_{i\in\beta}\sigma_i=\sum_{\alpha\subseteq\beta}m^{|\beta|-|\alpha|}s^{|\alpha|}\prod_{i\in\alpha}\phi_i,
\qquad
V_\alpha=s^{|\alpha|}\sum_{\beta\supseteq\alpha}m^{|\beta|-|\alpha|}J_\beta ,
\]

where \(V_\alpha\) are the interactions in the new basis. In particular \(V_\emptyset=\sum_\beta m^{|\beta|}J_\beta\) is the mean energy of the random alloy of average composition \(x\). A change of \(V_\alpha\) with \(x\) need not signal a change in the physics: the same energy function is being described in different coordinates.

Crystal symmetry reduces the number of independent coefficients. Let \(g\) be a site permutation, acting by \((g\sigma)_{g(i)}=\sigma_i\), with \(E(g\sigma)=E(\sigma)\). Then \(\Phi_{g\alpha}(g\sigma)=\Phi_\alpha(\sigma)\). Since \(g\) merely reorders the configurations in an average,

\[
J_{g\alpha}=\langle E(g\sigma)\Phi_{g\alpha}(g\sigma)\rangle
=\langle E(\sigma)\Phi_\alpha(\sigma)\rangle=J_\alpha .
\]

A configuration is itself a subset of sites, namely those holding B. Inequivalent configurations and inequivalent clusters are therefore both orbits of subsets and are equal in number. Let \(M_{C\omega}=\sum_{\alpha\in\omega}\Phi_\alpha(C)\), with one row per inequivalent structure \(C\) and one column per cluster orbit \(\omega\). If \(\sum_\omega M_{C\omega}J_\omega=0\) for every \(C\), the corresponding symmetric function vanishes on all configurations, and uniqueness forces every \(J_\omega=0\). The square matrix \(M\) is thus invertible, and one energy per inequivalent structure determines all interactions of the cell.

In practice the expansion is truncated. Let \(S\) be the kept clusters. By orthonormality, the mean-square error over all configurations for trial coefficients \(c_\alpha\) is

\[
\Big\langle\Big(E-\sum_{\alpha\in S}c_\alpha\Phi_\alpha\Big)^2\Big\rangle
=\sum_{\alpha\in S}(J_\alpha-c_\alpha)^2+\sum_{\alpha\notin S}J_\alpha^2 .
\]

The best choice is \(c_\alpha=J_\alpha\), and the error left is the sum of the dropped squares. On a partial sample the functions are generally no longer orthogonal. Let \(X\) and \(Y\) be the matrices of kept and dropped functions on the sampled configurations. The energies are \(XJ_S+YJ_D\), where \(J_D\) holds the dropped interactions. If \(X\) has full column rank, least squares gives

\[
c=(X^TX)^{-1}X^T(XJ_S+YJ_D)=J_S+(X^TX)^{-1}X^TYJ_D .
\]

The second term feeds dropped interactions into the kept ones, so fitted values depend on the sample.

A sample at one composition cannot determine the full set of interactions, however many configurations it contains, although some combinations of them remain fixed. There \(\sum_i\sigma_i=M\) is constant, and any multiple of \(\sum_i\sigma_i-M\) can be added to the energy without effect. At half filling \(M=0\), and

\[
0=\Big(\sum_i\sigma_i\Big)^2=N+2\sum_{i<j}\sigma_i\sigma_j .
\]

Adding \(c\) to every pair interaction and \(Nc/2\) to \(J_\emptyset\) therefore leaves all half-filled energies unchanged. For \(N=8\) there are \(1+8+28=37\) functions with at most two sites, but their computed rank on the 70 half-filled configurations is 28. The nine missing directions are \(\sum_i\sigma_i\) multiplied by 1 and by each of the eight \(\sigma_j\).

A periodic cell also folds interactions together. Take a chain of period 4 with energy \(\sum_i\sum_{r\ge1}q^r\sigma_i\sigma_{i+r}\) per cell, in units of the coupling scale, with \(0<q<1\). Distances \(r=4,8,\dots\) join a site to its own image and give a constant. For neighbouring sites, one direction supplies \(r=1,5,\dots\) and the other \(r=3,7,\dots\). For sites two apart, both directions supply \(r=2,6,\dots\). The geometric sums are

\[
J_\emptyset=\frac{4q^4}{1-q^4},\qquad J_1=\frac{q}{1-q^2},\qquad J_2=\frac{2q^2}{1-q^4}.
\]

At \(q=0.5\) these are 0.267, 0.667 and 0.533, whereas the bare couplings at distances 1 and 2 are 0.5 and 0.25. The cell interactions are unique, but they do not reveal the separate couplings of the infinite crystal. For that crystal the finite proof is not sufficient by itself: the interactions must also fall off fast enough for the energy per site to converge. Relaxed alloys with a size mismatch are a hard case. In the strain model below, coherent (001) superlattices of \(n\) Si layers and \(n\) Ge layers cost 4.4, 6.9, 8.1, 8.7 and 9.0 meV per atom for \(n=2,4,8,16,32\), although both pure crystals cost nothing. Absolutely summable interactions would make this energy vanish as \(1/n\), so no short-ranged expansion represents such an alloy at long wavelengths; the coherency strain must be treated separately.

Silicon-germanium, used in strained layers on chips, provides an example with A = Si and B = Ge. The cell is the cubic diamond cell with eight atoms, four on each of two sublattices. The strain energy is of Keating form,

\[
E=\sum_{\text{bonds}}\frac{3a_b}{8d^2}(r^2-d^2)^2
+\sum_{\text{angles}}\frac{3b_a}{8dd'}\Big(\mathbf r\cdot\mathbf r'+\frac{dd'}{3}\Big)^2 ,
\]

where \(\mathbf r,\mathbf r'\) are bond vectors from a common atom, \(d,d'\) are unstrained bond lengths, and \(a_b,b_a\) are stretching and bending constants. Rough typical values are \(d=0.235\) and \(0.245\) nm, stretching 48 and 39 N/m, and bending 14 and 12 N/m, for Si and Ge respectively. An unlike bond takes the mean length and mean stretching constant; bending constants are averaged over the atoms of the two bonds. Atomic positions and cell shape are relaxed for all 256 configurations.

The cell has 192 distinct site permutations from crystal symmetry and 16 inequivalent structures, hence 16 distinct interactions. Solving the \(16\times16\) system from one energy per structure gave the same values as averaging over all 256 configurations, within the test's tolerance of \(10^{-6}\) meV plus a relative \(10^{-5}\). In meV per cell, the leading ones are

\[
J_\emptyset=26.755,\quad J_{\rm point}=-0.197,\quad
J_{\rm near}=0.001,\quad J_{\rm second}=-2.221 .
\]

There are 16 near pairs, joining the two sublattices, and 12 second pairs, within a sublattice; both contain folded images. The random average at \(x=0.5\) is \(26.755/8=3.34\) meV per atom.

The tiny near-pair value has a definite origin. Pure Si, pure Ge and both zincblende arrangements, with one element on each sublattice, have zero energy in this model, because all bonds in each can take their preferred length at the ideal angles. Let the two sublattices have uniform spins \(u,v=\pm1\). A cluster function is then \(u^pv^r\), where \(p\) and \(r\) count its sites on each sublattice. Multiplying the four vanishing energies by \(uv\) and summing leaves the clusters with \(p\) and \(r\) both odd:

\[
16J_{\rm near}+\sum_{\substack{p,r\ \text{odd}\\ p+r\ge4}}J_\alpha=0 .
\]

The near pair can thus only balance interactions of four or more sites, which are small here. The rule constrains the folded sum, not the nearest-neighbour interaction itself. A pair fit to 300 random 64-atom cells gives about \(+2.9\) meV for nearest neighbours, \(-0.09\) meV for second neighbours, \(-0.86\) meV for third neighbours and \(-0.48\) meV at separation \((4,2,2)a/4\), with \(a\) the cubic lattice constant. Folded into the 8-atom cell, the fitted pairs nearly cancel in \(J_{\rm near}\) and add up to about \(-2.2\) meV in \(J_{\rm second}\). The names near and second therefore label folded classes, not neighbour shells. Summing without the factor \(uv\) selects \(p\) and \(r\) both even. Dropping clusters of four or more sites then gives \(J_{\rm second}\approx-J_\emptyset/12=-2.230\) meV, close to the computed \(-2.221\) meV.

Pairs carry 99.4% of the energy variance and points 0.5%. Truncation after pairs leaves an rms error of 0.028 meV per atom over all configurations; including triplets reduces it to 0.005 meV. Even so, a pair-truncated fit to the 93 configurations with at most three Ge atoms gives \(J_{\rm second}=-2.380\) meV, 7% larger in magnitude than the projected value, and \(J_{\rm near}=-0.123\) meV. Small dropped terms can dominate an interaction that is itself nearly zero.

The change of basis can be followed by hand. At \(x=0.25\), \(m=-0.5\), and clusters up to pairs contribute

\[
26.755+8(-0.5)(-0.197)+0.25\,[16(0.001)+12(-2.221)]\approx20.88\ \text{meV}.
\]

The full value is \(V_\emptyset=20.68\) meV; the remaining \(-0.20\) meV comes from larger clusters. In the same basis the second-pair value is \(-1.746\) meV; the factor \(s^2=0.75\) alone would give \(-1.666\) meV, and larger clusters supply the rest. In the occupation basis it is \(-9.795\) meV. All three numbers belong to the same energy function.

Growth on silicon changes that function. With the in-plane lattice clamped to that of Si, and the cell otherwise free to relax, the near pair becomes 1.820 meV. The clamp singles out the growth direction, so the 12 second pairs are no longer all equivalent: four lie in planes parallel to the substrate and eight join different planes. Each of the eight becomes 0.095 meV and each of the four \(-0.639\) meV. Much of the shift in these values can be estimated from the cost of clamped pure Ge, 32.97 meV per atom or 263.7 meV per cell. Assume that the added energy grows as the square of the Ge fraction \((1+\sum_i\sigma_i/8)/2\). Each product \(\sigma_i\sigma_j\) then acquires \(263.7\times2/(4\times64)=2.06\) meV, whatever the distance. By the identity above, such a uniform pair term has no effect on ordering at half filling. Differences between pair interactions do matter there. For second pairs that join different planes, \(J_{\rm second}-J_{\rm near}\) changes from \(-2.22\) to \(-1.73\) meV, a reduction of 22% in magnitude; for the in-plane pairs it changes to \(-2.46\) meV, an increase of 11%. The quadratic estimate does not account for these parts.

For real silicon-germanium, the model's lattice constants, 0.543 and 0.566 nm, are realistic, but several assumptions fail. A thin layer grown coherently on silicon is clamped, which adds 9.7 meV per atom to the random average of the 8-atom cell at \(x=0.5\). This overstates the cost for a large layer of fixed composition: independent occupation of eight sites lets the Ge fraction fluctuate, which raises the mean of its square, and with it the quadratic estimate above, by one eighth. Random 64-atom cells at exactly \(x=0.5\) give 8.7 meV per atom. The clamping cost nevertheless exceeds the free-cell strain energy. A thick layer can shed part of it through dislocations. The small cell matters too: random 64-atom cells give \(3.92\pm0.11\) meV per atom (standard error) instead of 3.34 meV. A pair fit to 300 such cells narrows this to 4.01 meV, and 216-atom cells give 4.0 to 4.1 meV. More than half of the difference comes from the larger composition fluctuations of the small cell: at exactly half filling the averages are 3.82 meV for 8 atoms and about 4.1 meV for 64 atoms, and folding supplies that remainder. At 900 K, the force constants of the cell-periodic modes add 0.16 meV per atom to the classical mixing free energy of the random average (0.19 meV when the same structures are sampled on a converged mesh of phonon wave vectors); the atomic masses drop out of mixing once the centre-of-mass motion is included. The largest such phonon quantum in Si, 68 meV in this model against about 64.5 meV measured, is close to \(k_BT=78\) meV, so quantum corrections are not negligible mode by mode, but their effect on mixing is small: on a \(4\times4\times4\) mesh they lower the 0.19 meV to 0.15 meV per atom. Chemical bond energies are absent. If each unlike bond costs \(w\), zincblende pays \(2w\) per atom and the random average \(w\), so in the 8-atom cell zincblende loses its energy advantage over the random average when \(w\) exceeds 3.34 meV; the higher random strain energy of the larger cells raises this threshold. Its zero strain energy is thus no prediction of order in the real alloy. The ideal mixing entropy at 900 K contributes \(-k_BT\ln2=-54\) meV per atom at \(x=0.5\), far larger in magnitude than the free-cell strain energy, so entropy favours a disordered solution within this model. The remaining values are in the numerical output.

## Numbers as computed

```
bond lengths Si, Ge: 0.235, 0.245 nm
lattice constants Si, Ge: 0.5427, 0.5658 nm
stretching constants Si, Ge: 48, 39 N/m
bending constants Si, Ge: 14, 12 N/m
sites, configurations = clusters: 8, 256
site permutations from crystal symmetry: 192
inequivalent structures = distinct ECIs: 16
largest rebuilding error: 3.2e-14 meV per cell
highest strain energy of any configuration: 4.462 meV/atom
ECIs, spin basis, free cell (meV per 8-atom cell):
  empty cluster: 26.7552
  point: -0.1968
  near pair (one per bond, images folded in): 0.0011
  second pair (same sublattice, folded): -2.2214
random average at x=0.5: 3.344 meV/atom
share of energy variance by cluster size 1..8 (percent):
  0.520, 99.393, 0.084, 0.003, 0.000, 0.000, 0.000, 0.000
rms error, clusters up to 2 sites: 0.0284 meV/atom
rms error, clusters up to 3 sites: 0.0053 meV/atom
rms error, clusters up to 4 sites: 0.0001 meV/atom
composition-centred basis at x = 0.25, m = -0.5 (meV per cell):
  empty 20.6790, point 2.8472
  near pair -0.0578, second pair -1.7463
random average at x=0.25: 2.585 meV/atom
occupation basis (meV): point 14.2252
  near pair -0.6774, second pair -9.7947
pair-truncated fit to 93 cells with at most 3 Ge (meV per cell):
  empty 25.8352, point -0.6009
  near pair -0.1227, second pair -2.3799
half-filled configurations, rank of all clusters: 70, 70
functions up to pairs, their rank there: 37, 28
chain, q=0.5: empty 0.2667, pair 1 0.6667, pair 2 0.5333 (units of coupling scale)
ECIs with in-plane lattice clamped to Si (meV per cell):
  empty 104.6226, point 16.6287
  near pair 1.8200, second pair 0.0945
clamping cost, random average x=0.5: 9.733 meV/atom
pure Ge clamped to Si: 32.965 meV/atom
temperature, kT: 900 K, 77.56 meV
largest cell-periodic phonon quantum, Si: 67.9 meV
vibrational mixing free energy, random average: 0.164 meV/atom
64-atom random average: 3.923 +- 0.105 meV/atom
unlike-bond energy cancelling zincblende advantage: 3.344 meV/bond
```
